# Loss peak of the square-root stretched exponential

## Problem

A linear dielectric whose properties do not change with time is polarized by a steady field. When the field is removed at $t=0$, the slow part of its polarization decays as

$$\phi(t)=\exp\!\left[-\sqrt{t/\tau}\,\right],\qquad t\ge 0,\ \tau>0 .$$

(a) Express its complex susceptibility through a complementary error function of complex argument.

(b) Show that the loss has one maximum, find its angular frequency $\omega_p$ numerically, and compare it with $1/\tau$.

**Conventions.** Fields vary as $e^{+i\omega t}$ with $\omega>0$. The slow polarization is a superposition of responses to earlier fields,

$$P(t)=\varepsilon_0\,\Delta\varepsilon\int_0^\infty\left(-\frac{d\phi}{ds}\right)E(t-s)\,ds ,$$

where $\Delta\varepsilon$ is the relaxation strength. With $E\propto e^{i\omega t}$ the permittivity is $\varepsilon=\varepsilon_\infty+\Delta\varepsilon\,F$, and

$$F(\omega)=\int_0^\infty\left(-\frac{d\phi}{dt}\right)e^{-i\omega t}\,dt=\chi'-i\chi'' .$$

Both $\chi'$ and the loss $\chi''$ are thus divided by $\Delta\varepsilon$. The dimensionless frequency is $w=\omega\tau$.

## First estimate by scaling

The only time in $\phi$ is $\tau$, so $\omega_p=C/\tau$ with a pure number $C$. For a Debye process, $\phi=e^{-t/\tau}$, the definition gives $F=1/(1+iw)$ and $\chi''=w/(1+w^2)$. This has its maximum $1/2$ at $w=1$. Borrowing that value gives $C\approx1$.

The stretched decay has a long tail, however, and its mean time is longer than $\tau$. With $t=\tau x^2$,

$$\int_0^\infty\phi\,dt=\tau\int_0^\infty 2x\,e^{-x}dx=2\tau .$$

A Debye process with this mean time would peak at $\omega=1/(2\tau)$, so $C\approx 1/2$. Scaling therefore suggests a peak somewhere near $0.5$ to $1$ in $\omega\tau$, without deciding between the two.

## Exact susceptibility

The response $-d\phi/dt$ diverges as $t^{-1/2}$ at $t=0$, but it is integrable. The substitution $t=\tau x^2$ turns $\phi$ into $e^{-x}$ and $-d\phi$ into $e^{-x}dx$, hence

$$F=\int_0^\infty e^{-x-iwx^2}\,dx .$$

First replace $iw$ by a real $s>0$ and complete the square:

$$x+sx^2=s\left(x+\frac1{2s}\right)^2-\frac1{4s}.$$

With $y=\sqrt s\,[x+1/(2s)]$ the lower limit becomes $1/(2\sqrt s)$, and

$$\int_0^\infty e^{-x-sx^2}dx=\frac{e^{1/(4s)}}{\sqrt s}\int_{1/(2\sqrt s)}^\infty e^{-y^2}dy=\frac12\sqrt{\frac{\pi}{s}}\;e^{1/(4s)}\,\mathrm{erfc}\!\left(\frac1{2\sqrt s}\right).$$

Both sides are analytic for $\mathrm{Re}\,s>0$ if $\sqrt s$ is the principal root. They remain continuous up to $s=iw$, because $e^{-x}$ bounds the integrand there. The equality therefore holds at $s=iw$, with $\sqrt i=e^{i\pi/4}$:

$$\boxed{F=\sqrt\pi\,z\,e^{z^2}\mathrm{erfc}(z),\qquad z=\frac{1}{2\sqrt{iw}}=\frac{1-i}{2\sqrt{2w}}}$$

At $\omega=1/\tau$, for example, $z=0.3536(1-i)$ and $z^2=-i/4$. A numerical evaluation gives $\mathrm{erfc}(z)=0.5704+0.3634\,i$, so that $F=0.5349-0.2705\,i$.

**Low frequency.** Expand the sine in $\chi''=\int_0^\infty e^{-x}\sin(wx^2)\,dx$ and use $\int_0^\infty x^n e^{-x}dx=n!$:

$$\chi''=2!\,w-\frac{6!}{3!}w^3+\dots=2w-120w^3+O(w^5).$$

The coefficient 2 is the mean time divided by $\tau$. The full series diverges for every $w>0$, since its coefficients $(4k+2)!/(2k+1)!$ grow factorially. It is an asymptotic series, useful only at small $w$.

**High frequency.** Here $z$ is small, and $e^{z^2}\mathrm{erfc}(z)=1-2z/\sqrt\pi+O(z^2)$ gives $F=\sqrt\pi\,z-2z^2+O(z^3)$. The imaginary part of $\sqrt\pi\,z$ is $-\sqrt{\pi/(8w)}$, and $-2z^2=+i/(2w)$. Since $\chi''=-\mathrm{Im}\,F$,

$$\chi''=\sqrt{\frac{\pi}{8w}}-\frac1{2w}+O(w^{-3/2}).$$

The slow fall as $\omega^{-1/2}$ reflects the $t^{-1/2}$ divergence of the response at short times.

## Condition for the peak

Write $g=e^{z^2}\mathrm{erfc}(z)$. Since $d\,\mathrm{erfc}(z)/dz=-2e^{-z^2}/\sqrt\pi$, we have $g'=2zg-2/\sqrt\pi$. With $F=\sqrt\pi\,zg$,

$$\frac{dF}{dz}=\sqrt\pi\,g+\sqrt\pi\,z\left(2zg-\frac{2}{\sqrt\pi}\right)=\frac Fz+2zF-2z .$$

Because $z\propto w^{-1/2}$, $dz/d\ln w=-z/2$. Therefore

$$\frac{dF}{d\ln w}=-\frac12\left[(1+2z^2)F-2z^2\right].$$

Now set $2z^2=-ia$ with $a=1/(2w)$. The bracket becomes

$$(1-ia)(\chi'-i\chi'')+ia=\chi'-a\chi''+i\,(a-a\chi'-\chi'').$$

Taking minus the imaginary part of $dF/d\ln w$ gives

$$\frac{d\chi''}{d\ln w}=\frac12\left[\frac{1-\chi'}{2w}-\chi''\right].$$

At a maximum, therefore, $2w\chi''=1-\chi'$.

## Why there is one maximum

The decay can be written as a sum of Debye decays. Measure $t$ in units of $\tau$ and rates $r$ in units of $1/\tau$, and take

$$p(r)=\frac{r^{-3/2}e^{-1/(4r)}}{2\sqrt\pi}.$$

With $r=1/(4y^2)$, $|dr|=dy/(2y^3)$ and $r^{-3/2}=8y^3$, so

$$\int_0^\infty p\,e^{-rt}dr=\frac2{\sqrt\pi}\int_0^\infty e^{-y^2-t/(4y^2)}dy .$$

For $t>0$ let $b=\sqrt t/2$. The exponent is $-(y-b/y)^2-2b$. The map $y\to b/y$ leaves the square unchanged and replaces $dy$ by $(b/y^2)dy$. Averaging the two forms, with $\eta=y-b/y$,

$$\int_0^\infty e^{-(y-b/y)^2}dy=\frac12\int_0^\infty\left(1+\frac b{y^2}\right)e^{-(y-b/y)^2}dy=\frac12\int_{-\infty}^{\infty}e^{-\eta^2}d\eta=\frac{\sqrt\pi}2 .$$

The result is $e^{-2b}=e^{-\sqrt t}$, as required.

Each rate contributes $r/(r+iw)$ to $F$, and thus $rw/(r^2+w^2)$ to the loss. With $u=\ln r$, $v=\ln w$ and $q(u)=r\,p(r)$,

$$\chi''=\int_{-\infty}^{\infty}q(u)\,K(v-u)\,du,\qquad K(s)=\frac1{2\cosh s}.$$

Integration by parts moves the derivative from $K$ to $q$:

$$\frac{d\chi''}{dv}=\int_{-\infty}^{\infty}q'(u)\,K(v-u)\,du .$$

Since $q\propto e^{-u/2-e^{-u}/4}$, $q'/q=-\tfrac12+\tfrac14e^{-u}$. Hence $q'$ is positive below $u_0=-\ln2$ and negative above it. Divide the integral by the positive quantity $K(v-u_0)$. The ratio of kernels then obeys

$$\frac{d}{dv}\ln\frac{K(v-u)}{K(v-u_0)}=\tanh(v-u_0)-\tanh(v-u).$$

This is negative for $u<u_0$, where $q'>0$, and positive for $u>u_0$, where $q'<0$. Both ranges make the divided integral decrease strictly with $v$, so the slope of the loss has at most one zero. The loss vanishes in both frequency limits and is positive between them, so a maximum exists. There is exactly one.

## Locating the peak

The closed form and the slope formula give:

| $\omega\tau$ | $\chi''$ | $d\chi''/d\ln w$ |
|---|---|---|
| 0.5 | 0.2682 | +0.0275 |
| 0.7 | 0.2734 | +0.0035 |
| 0.8 | 0.2733 | −0.0054 |
| 1.0 | 0.2705 | −0.0190 |

The sign change lies between 0.7 and 0.8. Linear interpolation puts it at

$$0.7+0.1\times\frac{0.0035}{0.0035+0.0054}\approx0.739 .$$

A bracketing root search refines this to

$$\boxed{\omega_p\tau=0.7370,\qquad \chi''_{\max}=0.2735}$$

At the root $\chi'=0.5969$. Both sides of the peak condition then equal $0.4031$: $2\times0.7370\times0.2735$ on the left and $1-0.5969$ on the right.

## Comparison with the estimates

The peak lies at 74% of $1/\tau$. Relative to the true $\omega_p$, the estimate $1/\tau$ is 36% too high and the mean-time estimate $1/(2\tau)$ is 32% too low. Scaling gives the right order but not the number. Conversely, if a measured peak is assigned the time $1/\omega_p$, that time is $1.357\,\tau$, not the $\tau$ of the stretched exponential.

The Debye picture does worse for the shape. The peak height is 0.273 instead of 0.5. The full width at half height is 2.19 decades, against 1.14 for Debye. The half-height points, $\omega\tau=0.0872$ and $13.5$, lie factors of 8.5 below and 18 above the peak. The direction of this asymmetry follows the two limits, where the loss rises as $\omega$ but falls only as $\omega^{-1/2}$. Its size does not follow from them, because the limits are not yet reached at the half-height points: the local slopes $d\ln\chi''/d\ln w$ there are $+0.68$ and $-0.39$.

The top is also flat. At $\omega=1/\tau$ the loss is still 98.9% of its maximum, although the frequency is 36% too high. Small errors in measured loss can therefore become large errors in a peak frequency read from the highest point.

## A polymer film

Poly(vinyl acetate) somewhat above its glass transition has a strongly stretched segmental relaxation, with an exponent roughly one half. Take as rough typical values $T=340$ K, $\tau=1.0$ ms and $\Delta\varepsilon=6$, for a 50 µm film at 1 V. Then

$$f_p=\frac{0.7370}{2\pi\times10^{-3}\ \mathrm s}=117\ \mathrm{Hz},\qquad \frac1{2\pi\tau}=159\ \mathrm{Hz}.$$

The dielectric loss $\Delta\varepsilon\,\chi''$ is $6\times0.2735=1.64$ at the peak and 1.62 at $1/\tau$.

Real films depart from the model in several ways, sized here with rough inputs:

- **Exponent.** Integrating the same Fourier integral numerically with exponents 0.45 and 0.55, at fixed $\tau$, gives $\omega_p\tau=0.7154$ and $0.7595$, a change of about 3% either way.
- **Conduction.** A dc conductivity $\sigma=10^{-12}$ S/cm adds a loss $\sigma/(\varepsilon_0\omega)=0.015$ at the peak. Its slope per unit $\ln\omega$ is $-0.015$, which the relaxation must balance with a positive slope. On so flat a top, this moves the local maximum of the total loss down in frequency by 3.9%. At much lower frequencies, below about $\omega\tau=0.007$, the conduction term makes the total loss larger than at this peak.
- **Temperature.** With an apparent activation energy of 2.5 eV, a rise of 1 K raises $f_p$ by 28%. If the exponent stays the same, $\tau$ shortens by the same factor, and $\omega_p\tau$ of the relaxation peak itself is unchanged.
- **Secondary relaxation.** A Cole–Cole process $0.3/[1+(i\omega\tau_s)^{1/2}]$ with $\tau_s=0.1$ µs adds a loss of 0.0018, about 0.1% of the peak loss.
- **Short times.** The infinite initial slope of $\phi$ is unphysical below roughly 1 ps. The fraction relaxed by then is $1-e^{-\sqrt{10^{-9}}}=3.2\times10^{-5}$, which is negligible for the peak, but the $\omega^{-1/2}$ law cannot continue to frequencies near the inverse of that time.
- **Linearity.** In the applied field of $2\times10^{-4}$ MV/cm, a dipole of 2 D has an energy of $2.8\times10^{-5}\,k_BT$, so a linear response is a sound assumption.

Electrode polarization is not included; where it is strong, it must be removed before the peak is read. For these inputs, a temperature error of 1 K changes the frequency in hertz more than the other effects sized here. The shifts of the factor 0.737 can add up: an exponent of 0.45 together with the stated conductivity lowers it by about 8%, while with an exponent of 0.55 the two shifts nearly cancel.

Numerical values quoted here were computed with a short program.
